When the phonon lifetime controls energy loss from hot carriers

A simulation of hot carriers in a polar semiconductor must settle one question early: may the longitudinal optical (LO) phonons be kept at the lattice temperature, or must their occupations be evolved with the carriers? Fixed phonons save a whole set of unknowns. They also make the carriers lose energy too fast once the carriers drive the phonon modes towards their own temperature faster than the modes decay. A second decision seems to hang on the same comparison of rates: whether effort is better spent on the carrier–phonon coupling or on the phonon lifetime.

Hartree atomic units are used, with temperatures given as energies (k_B = 1). Carriers of density n and band mass m have a thermal distribution at temperature T. LO phonons have one energy ω0, and each mode relaxes to its lattice occupation N_L in a time τ. Let N_T = 1/(exp(ω0/T) − 1) be the phonon occupation at the carrier temperature. The energy-loss time τ_E is defined by

power lost per carrier = ω0 (N_T − N_L)/τ_E.

**The estimate on one line**

Suppose that carriers interact with M0 phonon modes per unit volume, all at the same rate. Let nγ be the rate at which carriers pull the occupation N of one mode towards N_T. It is proportional to n because every carrier contributes. In a steady state, generation balances decay:

nγ (N_T − N) = (N − N_L)/τ.

Solving for the difference that drives the energy flow gives

N_T − N = (N_T − N_L)/(1 + nγτ).

The power per volume is ω0 M0 nγ (N_T − N). Dividing by n and comparing with the definition of τ_E,

τ_E = (1 + nγτ)/(M0 γ) = τ_0 + nτ/M0, with τ_0 = 1/(M0 γ).

The crossover is at nγτ = 1, where the loss time has doubled. Far above it τ_E is nearly proportional to τ. It is not equal to τ: the factor n/M0 counts carriers per participating mode.

For numbers, take a model semiconductor with m = 0.1, ω0 = 0.0015, high-frequency and static dielectric constants ε∞ = 10 and ε0 = 12.5, carriers at T = 0.002, lattice at T_L = 0.001, and τ = 4×10⁵ (9.7 ps). A carrier at rest that absorbs a phonon acquires the wavevector q0 = √(2mω0) = 0.0173. The rate derived below is γ = 339 there, so

n ≈ 1/(339 × 4×10⁵) ≈ 7×10⁻⁹.

The weak point is the single γ. The real rate depends strongly on wavevector, and in this example that changes the answer to the second question far more than the answer to the first.

**The rate for each phonon mode**

Write the coupling of a carrier at r to the phonons as the sum over q of M_q exp(iq·r) b_q plus its Hermitian conjugate. For fixed charges, with ρ_q the sum of exp(iq·r_j) over their positions, completing the square in b_q lowers the energy by |M_q|²|ρ_q|²/ω0. The cross terms between two charges form a pair interaction with Fourier component −2|M_q|²/ω0. This must equal the change in the Coulomb interaction caused by the lattice response, which in a volume V is (4π/Vq²)(1/ε0 − 1/ε∞). Hence

V|M_q|² = 2πω0κ/q², with κ = 1/ε∞ − 1/ε0.

This is the unscreened Fröhlich coupling. Here κ = 0.02.

Let A_q N_q be the absorption rate of phonons in mode q, and E_q (N_q + 1) the emission rate. For a dilute gas, in which final states are empty, the golden rule with two spins gives

A_q = 2π|M_q|² · 2 Σ_k f_k δ(ε_{k+q} − ε_k − ω0).

E_q is the same sum with f_{k+q} in place of f_k. The delta function fixes the energy difference, so a Maxwell distribution gives E_q = A_q exp(−ω0/T). Therefore E_q/(A_q − E_q) = N_T, and the carriers change the occupation by

E_q(N_q + 1) − A_q N_q = (A_q − E_q)(N_T − N_q).

This has the form assumed in the estimate, with nγ_q = A_q − E_q.

To evaluate A_q, let k_z be the carrier wavevector along q. The argument of the delta function is qk_z/m + q²/2m − ω0. It vanishes at k_z = mω0/q − q/2, and integration over k_z brings a factor m/q. The Maxwell distribution of k_z is exp(−k_z²/2mT)/√(2πmT), and the spin and wavevector sum of f_k is nV. Multiplying by 1 − exp(−ω0/T) to subtract emission,

γ_q = C q⁻³ exp[−(mω0/q − q/2)²/(2mT)],

C = 4π²ω0κ √(m/2πT) [1 − exp(−ω0/T)].

At q0 the exponent vanishes, so γ = C/q0³ = 1.763×10⁻³/(0.01732)³ = 339, the value used above. A test that summed the golden rule directly over carrier states, with a narrow but finite energy width and a coupling taken from the lattice loss function, agreed with this formula to about 0.1% at three wavevectors.

**The energy-loss time**

Each mode has its own balance, so the earlier solution holds mode by mode:

N_T − N_q = (N_T − N_L)/(1 + nτγ_q).

Adding the energy flow ω0 nγ_q(N_T − N_q) over modes and dividing by n gives

1/τ_E = ∫ d³q/(2π)³ γ_q/(1 + nτγ_q).

At low density the denominator is one. Put z = ω0/2T and expand the square in the exponent:

γ_q = C e^z q⁻³ exp(−a/q² − bq²), with a = mω0²/2T and b = 1/(8mT).

These satisfy 2√(ab) = ω0/2T = z. The integrals needed are of the standard form

∫₀^∞ t^(ν−1) exp(−A/t − Bt) dt = 2(A/B)^(ν/2) K_ν(2√(AB)),

where K_ν is a modified Bessel function. With d³q = 4πq²dq and t = q², so that dq/q = dt/2t, the case ν = 0 gives

1/τ_0 = (C e^z/2π²) ∫ dq/q exp(−a/q² − bq²) = C e^z K_0(z)/(2π²).

In the example z = 0.375, e^z = 1.455 and K_0(z) = 1.171, so

τ_0 = 19.74/(1.763×10⁻³ × 1.455 × 1.171) ≈ 6570, or 0.16 ps.

The power lost per carrier with cold phonons is then 0.0015 × (0.895 − 0.287)/6570 = 1.39×10⁻⁷. A separate calculation from the scattering rates of individual carriers, averaged over the Maxwell distribution, gave the same value.

The natural single rate to put into the estimate is the average of γ_q weighted by each mode's share of the low-density loss:

γ̄ = ∫γ_q² d³q / ∫γ_q d³q.

The numerator contains q²γ_q² = C²e^(2z) q⁻⁴ exp(−2a/q² − 2bq²). With t = q², q⁻⁴dq = ½t^(−5/2)dt, which is the case ν = −3/2 with A = 2a and B = 2b. Since a/b = 4m²ω0² = q0⁴, the factor (a/b)^(−3/4) is q0⁻³. The Bessel argument is 2√(4ab) = 2z, and K_(−3/2) = K_(3/2). Thus

γ̄ = C e^z q0⁻³ K_(3/2)(2z)/K_0(z) = 339 × 1.455 × 1.595/1.171 ≈ 672.

With this rate the simple density is 1/(γ̄τ) = 3.7×10⁻⁹, or 2.5×10¹⁶ cm⁻³, about half the first estimate. Its merit is not greater accuracy (in this example the first estimate happens to lie closer to the density at which the loss time doubles) but that it gives a strict bound, derived below.

**What it means to follow the lifetime**

Let angle brackets denote averages over modes weighted by γ_q, and let

u = nτγ_q/(1 + nτγ_q).

This is the fraction by which the hot-phonon population blocks the energy flow into a mode. The loss-time formula becomes

τ_0/τ_E = ⟨1 − u⟩.

Define the sensitivity s as d ln τ_E/d ln τ at fixed n and T. Differentiating 1 − u = 1/(1 + nτγ_q) gives τ d(1 − u)/dτ = −u(1 − u), and so

s = ⟨u(1 − u)⟩/⟨1 − u⟩.

Now multiply the squared coupling by a factor λ. Then 1/τ_E becomes the integral of λγ/(1 + λnτγ). The λ in the numerator contributes +1 to its logarithmic derivative, and the denominator contributes −s, because λ appears there in the same way as τ. Hence

d ln τ_E/d ln λ = −(1 − s).

The two sensitivities have magnitudes that add to one. Where s exceeds 1/2, a given relative error in the lifetime matters more than the same relative error in the squared coupling. This supplies a definite threshold n_h: s = 1/2. Because n and τ enter τ_E only as a product in this model, n_h is proportional to 1/τ.

Two inequalities order the characteristic densities. First, a variance is not negative, so ⟨u²⟩ ≥ ⟨u⟩² and ⟨u(1 − u)⟩ ≤ ⟨u⟩(1 − ⟨u⟩). Dividing by ⟨1 − u⟩ gives s ≤ ⟨u⟩. The loss time doubles at the density n_2 where ⟨u⟩ = 1/2. Below n_2, s is therefore less than 1/2. Second, u is a concave function of γ_q, so its average cannot exceed its value at the average rate:

⟨u⟩ ≤ nτγ̄/(1 + nτγ̄).

For the left side to reach 1/2, nτγ̄ must be at least one. Together,

n_h ≥ n_2 ≥ 1/(γ̄τ).

The second inequality also gives a safe rule for fixed phonons, since it is equivalent to

τ_E/τ_0 ≤ 1 + nτγ̄.

If n is below one tenth of 1/(γ̄τ), here 2.5×10¹⁵ cm⁻³, the true loss time in this model is at most 10% longer than the cold-phonon value.

**Comparison of the two answers**

The full mode integral gives:

simple density 1/(γ̄τ): 3.7×10⁻⁹, or 2.5×10¹⁶ cm⁻³
doubling density n_2: 8.8×10⁻⁹, or 5.9×10¹⁶ cm⁻³
threshold n_h: 1.3×10⁻⁷, or 9×10¹⁷ cm⁻³

The simple estimate finds the onset of the slowdown to within a factor of 2.4. It misses the density at which the lifetime becomes the more important parameter by a factor of 36. In the one-rate picture these two densities coincide.

The reason can be read from an identity. Subtracting s from ⟨u⟩ and putting both over ⟨1 − u⟩ gives

⟨u⟩ − s = (⟨u²⟩ − ⟨u⟩²)/⟨1 − u⟩.

The whole difference comes from the spread of blocking among modes. At n_2, ⟨u⟩ is 0.5 but s is 0.315. At n_h the loss time is 4.0×10⁴, or 0.97 ps, which is 6.1 times τ_0. Thus ⟨1 − u⟩ = 1/6.1 = 0.16: hot phonons already suppress 84% of the energy flow, yet lifetime and coupling still matter equally. Strongly coupled modes are saturated, and weakly coupled ones, which still respond to the coupling, carry a growing share of what remains. Using γ̄ for every mode would predict a slowdown of 1 + 35.9 ≈ 37 at this density. That figure is an upper bound, and here a poor estimate.

The other side of the threshold is clearest after writing

τ_E = nτ/M, with M = ∫ d³q/(2π)³ u.

M counts the modes per unit volume, each weighted by the fraction u of the way its occupation has moved from N_L to N_T. At large nτ it takes the place of the fixed M0 of the estimate. Since M depends on nτ, s = 1 − d ln M/d ln(nτ). For large nτ, u changes from one to zero around the surface nτγ_q = 1, and M approaches the volume inside that surface divided by (2π)³. Its outer radius Q obeys, when a/Q² is negligible,

ln(nτC e^z) = 3 ln Q + bQ².

The inner excluded region is then small, so M ≈ Q³/(6π²). Differentiating the boundary condition gives d ln Q/d ln(nτ) = 1/(3 + 2bQ²), and hence

s ≈ 1 − 3/(3 + 2bQ²).

Since Q² grows only logarithmically with nτ, s approaches one slowly. The computed s is 0.63 at ten times the threshold value of nτ, 0.72 at a hundred times and 0.83 at ten thousand times. These values show the mathematics of the formula; at the τ of the example they belong to densities beyond the range of Maxwell statistics. In the scan from one hundredth to ten thousand times the threshold, s rose steadily, so it crossed 1/2 once there.

Equality of τ_E and τ has a separate condition, n = M. At n_h, n/M = 1.335×10⁻⁷/1.332×10⁻⁶ = 0.10, so the loss time is one tenth of the phonon lifetime. The formula reaches equality at n = 6×10⁻⁶. That is 17 times the effective density of states N_c = 2(mT/2π)^(3/2) = 3.6×10⁻⁷, far outside the range of Maxwell statistics.

**Free cooling after a small heating pulse**

The loss time above belongs to a driven steady state. During free cooling the phonons may lag behind the carriers, and inserting the steady τ_E at each instant is not justified when it is shorter than τ, unless phonon heating is negligible. For a small excess θ = T − T_L the time-dependent problem can be solved.

Write N_q − N_L = φ_q dN/dT, so that φ_q is the excess temperature of a mode, and let c = ω0 dN/dT at T_L. With carrier heat capacity 3/2 each,

(3/2)n dθ/dt = −c ∫ d³q/(2π)³ nγ_q(θ − φ_q),

dφ_q/dt = nγ_q(θ − φ_q) − φ_q/τ.

Start with heated carriers and unheated phonons. Integrate both equations over all time, and let Θ and Φ_q be the integrals of θ and φ_q. Since φ_q starts and ends at zero, nγ_q(Θ − Φ_q) = Φ_q/τ, which gives Θ − Φ_q = Θ/(1 + nτγ_q). The carrier equation then becomes (3/2)nθ(0) = cnΘ/τ_E, or

Θ/θ(0) = (3/2)τ_E/c.

The area under the normalized cooling curve is thus set by the steady-state loss time, taken at T_L. At density n_h, τ_E is 4.53×10⁴ and c = 0.832, so the area time is 1.5 × 4.53×10⁴/0.832 ≈ 8.2×10⁴, or 2.0 ps. A test that evolved the nonlinear equations from an initial excess of 0.1% confirmed this.

The tail behaves differently. Seek a solution in which everything decays as exp[−(1 − μ)t/τ], and put g = nτγ_q. The phonon equation gives φ_q = gθ/(g + μ), so θ − φ_q = μθ/(g + μ). Substitution into the carrier equation yields

(3/2)n(1 − μ) = c ∫ d³q/(2π)³ gμ/(g + μ).

As μ goes from 0 to 1, the left side falls from 3n/2 to zero while the right side rises from zero to a positive value. There is one root between them. The tail time τ/(1 − μ) is therefore longer than τ at any density in this model. At n_h the root is μ = 0.082, giving 10.5 ps.

How much of the cooling curve belongs to this tail? After scaling θ by √(3n/2) and each φ_q by the square root of its heat capacity, the exchange terms between them are symmetric. The curve θ(t)/θ(0) is then a sum of decaying exponentials with non-negative weights. The tail's weight times its decay time cannot exceed the total area, so the weight is at most 2.0/10.5 = 0.19. At n_h, a measurement late enough that only a few per cent of the excess is left would find a time close to τ, although at least four fifths of the initial excess decays faster. A fitted cooling time near τ is thus no evidence by itself that the density exceeds n_h.

**How far the threshold can be trusted**

As regards degeneracy and screening, the onset is on firmer ground than the threshold. At n_2 the density is only 2.4% of N_c. At n_h it is 37%, so neglecting degeneracy is no longer a small approximation. The free-cooling times quoted at n_h are less secure still: at the lattice temperature N_c is only 1.27×10⁻⁷, slightly below n_h, so those times illustrate the Maxwell model and are not predictions. At n_h the plasma frequency √(4πn/ε∞m) is 0.86 of ω0, so plasmons and LO phonons should mix, which the model omits.

Static Debye screening gives a partial measure of the uncertainty. It multiplies γ_q by [q²/(q² + q_D²)]², with q_D² = 4πn/(ε∞T), and moves the threshold up by a factor of 1.6, to 2.2×10⁻⁷. Real screening at the phonon frequency is dynamic, so this is not a corrected value. Screening also limits what happens above the threshold. Once q_D² is much larger than q², the screened nγ_q falls as 1/n in this Maxwell–Debye form (more slowly in a degenerate gas), so blocking weakens again and s cannot stay above 1/2 at ever higher density. Degeneracy acts in the same direction even without screening. In a strongly degenerate gas with Fermi wavevector k_F, the net rate for q between about mω0/k_F and 2k_F tends to nγ_q = 2κm²ω0²/q³, which no longer grows with n, and the modes added near 2k_F as n rises are ever more weakly blocked. For the example, the defensible statement is that lifetime and squared coupling become comparably important at a density of order 10¹⁸ cm⁻³. For a hypothetical phonon lifetime ten times longer, the unscreened formula would put n_h at 3.7% of N_c.

Phonon dispersion, diffusion of phonons out of the heated region, reheating of the modes into which LO phonons decay, and non-thermal carriers are also left out. Within these limits, the choice for a calculation is graded. Well below 1/(γ̄τ), fixed phonons suffice for the energy loss, though they miss the faint late tail of free cooling. From 1/(γ̄τ) to n_h the phonons must be evolved, and for equal relative errors the squared coupling is still the more important input for the energy-loss time. The late tail of free cooling, by contrast, is set mainly by the lifetime in this range. Above n_h, the unscreened Maxwell model gives the lifetime the greater weight. Near the threshold of the example, screening and degeneracy are not small, so that ranking is not secure and both inputs deserve similar care. At densities where screening and degeneracy are strong enough to weaken the blocking, the coupling regains the greater weight. The full set of values is in the numerical output.

Computed values

```
band mass m = 0.1 a.u.; LO energy w0 = 0.0015 a.u.
eps_inf = 10.0; eps_0 = 12.5; kappa = 0.0200
carrier T = 0.002 a.u.; lattice T_L = 0.001 a.u.
phonon lifetime tau = 4.000e+05 a.u. = 9.68 ps
occupations: N_T = 0.8953; N_L = 0.2872
q0 = sqrt(2 m w0) = 0.01732 a.u.; z = w0/2T = 0.3750
prefactor C = 1.7628e-03 a.u.
K_0(z) = 1.1713; K_3/2(2z) = 1.5951
gamma at q0 = 339.3 a.u.
mean gamma = 672.2 a.u.
largest golden-rule deviation = 1.2e-03
low-density loss time tau_0 = 6570.5 a.u. = 0.159 ps
loss per carrier, cold phonons = 1.388e-07 a.u.
same from scattering rates = 1.388e-07 a.u.
simple estimate 1/(mean gamma tau) = 3.719e-09 a.u.
  = 2.51e+16 cm^-3
doubling density n_2 = 8.789e-09 a.u.
  = 5.93e+16 cm^-3
threshold n_h (s = 1/2) = 1.335e-07 a.u.
  = 9.01e+17 cm^-3
ratios: n_2/simple = 2.36; n_h/simple = 35.90
s at n_2 = 0.315
product n_h*tau = 5.3408e-02 a.u.
tau_E at n_h = 40105.7 a.u. = 0.970 ps
slowdown tau_E/tau_0 at n_h = 6.10
tau_E/tau at n_h = 0.1003
loss per carrier at n_h = 2.274e-08 a.u.
active modes M at n_h = 1.332e-06 a.u.
n*tau = 0.1 x threshold: s = 0.346; tau_E/tau_0 = 2.30
n*tau = 1 x threshold: s = 0.500; tau_E/tau_0 = 6.10
n*tau = 10 x threshold: s = 0.628; tau_E/tau_0 = 22.52
n*tau = 100 x threshold: s = 0.722; tau_E/tau_0 = 107.27
n*tau = 10000 x threshold: s = 0.829; tau_E/tau_0 = 3936.97
M / volume of region at largest n*tau = 1.020
density for tau_E = tau: 5.998e-06 a.u.
effective density of states N_c = 3.592e-07 a.u.
n_h/N_c = 0.372; n(tau_E=tau)/N_c = 16.7
plasma frequency/w0 at n_h = 0.864
n_h with static screening = 2.156e-07 a.u.
  screened/unscreened = 1.615
free cooling near T_L at density n_h:
mode heat capacity c = 0.8318 (k_B = 1)
tau_E at T_L = 45282.2 a.u.
area time, formula = 81653.4 a.u. = 1.975 ps
area time, time evolution = 81646.6 a.u.
tail root mu = 0.0822
tail time = 4.3584e+05 a.u. = 10.54 ps
tail time/tau: root 1.0896, matrix 1.0896
```
